# Permeation time lag of a gas-free slab and diffusivity without solubility: a program that tests the result

```python
"""Time lag of permeation through a slab.

Result under test: a slab of thickness L, free of gas at time zero, with its
upstream face held at concentration c0 and its downstream face at zero, passes
an amount Q(t) per area that approaches (D c0 / L) (t - lag), where
lag = L^2 / (6 D) does not depend on c0.  D is the constant diffusivity.
Tests use units with D = L = c0 = 1; the worked example uses cm, s and Torr.
In the example, dissolved gas is measured by the pressure (Torr) that it would
have as a gas in the same volume at the same temperature.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import csc_matrix, diags, identity, kron
from scipy.sparse.linalg import splu
from scipy.special import erfc


def chord_lag(t1, q1, t2, q2):
    """Time-axis intercept of the line through two readings."""
    return t1 - q1 * (t2 - t1) / (q2 - q1)


# ---------- image solution, D = L = c0 = 1 ----------
def image_concentration(x, t):
    k = np.arange(12)
    w = 2 * np.sqrt(t)
    return np.sum(erfc((2 * k + x) / w) - erfc((2 * k + 2 - x) / w))


def image_flux(t):
    k = np.arange(12)
    return 2 / np.sqrt(np.pi * t) * np.sum(np.exp(-(2 * k + 1)**2 / (4 * t)))


def image_amount(t):
    return quad(image_flux, 0, t, epsabs=1e-12, epsrel=1e-10, limit=200)[0]


def series_remainder(t):
    n = np.arange(1, 200)
    return -2 / np.pi**2 * np.sum((-1.0)**n / n**2
                                  * np.exp(-n**2 * np.pi**2 * t))


for t in (0.05, 0.15, 0.4, 0.8):
    amount = image_amount(t)
    weighted = quad(lambda x: x * image_concentration(x, t), 0, 1,
                    epsabs=1e-11)[0]
    assert abs(amount - (t - weighted)) < 1e-8
    remainder = amount - (t - 1 / 6)
    assert abs(remainder - series_remainder(t)) < 1e-8
    assert abs(remainder) <= np.exp(-np.pi**2 * t) / 3

# Laplace route: transformed fluxes at the two faces, expanded at small s
z = sp.symbols("z", positive=True)
out_coefficient = sp.series(z / sp.sinh(z), z, 0, 4).removeO().coeff(z, 2)
in_coefficient = sp.series(z * sp.cosh(z) / sp.sinh(z), z, 0,
                           4).removeO().coeff(z, 2)
assert out_coefficient == -sp.Rational(1, 6)
assert in_coefficient == sp.Rational(1, 3)


# ---------- finite-volume slab, exact in time ----------
def permeate(t, D=1.0, L=1.0, c_face=1.0, start=None, capture=0.0,
             release=0.0, resistance=0.0, n=100):
    """Return amount out, amount in and mobile profile at time t."""
    h = L / n
    face = 1 / (h / (2 * D) + resistance)
    gradient = np.diff(np.eye(n), axis=0)
    diffusion = -D / h**2 * gradient.T @ gradient
    diffusion[0, 0] -= face / h
    diffusion[-1, -1] -= face / h
    A = np.zeros((2 * n + 3, 2 * n + 3))
    A[:n, :n] = diffusion - capture * np.eye(n)
    A[:n, n:2 * n] = release * np.eye(n)
    A[n:2 * n, :n] = capture * np.eye(n)
    A[n:2 * n, n:2 * n] = -release * np.eye(n)
    A[0, -1] = face * c_face / h
    A[2 * n, n - 1] = face
    A[2 * n + 1, 0] = -face
    A[2 * n + 1, -1] = face * c_face
    state = np.zeros(2 * n + 3)
    state[-1] = 1
    if start is not None:
        state[:n] = start
    state = expm(A * t) @ state
    return state[2 * n], state[2 * n + 1], state[:n]


def late_lags(**options):
    out1, in1, _ = permeate(12.0, **options)
    out2, in2, _ = permeate(14.0, **options)
    return chord_lag(12, out1, 14, out2), chord_lag(12, in1, 14, in2)


lag_out, lag_in = late_lags()
assert abs(lag_out - 1 / 6) < 1e-4
assert abs(lag_in + 1 / 3) < 1e-4
lag_soaked = late_lags(start=np.full(100, 0.2))[0]
assert abs(lag_soaked - (1 - 3 * 0.2) / 6) < 1e-4
lag_trapped = late_lags(capture=20.0, release=10.0)[0]
assert abs(lag_trapped - (1 + 20 / 10) / 6) < 5e-4


def resisted_lag(beta):
    return (1 / 6 + beta + beta**2) / (1 + 2 * beta)


lag_resisted = late_lags(resistance=0.1)[0]
assert abs(lag_resisted - resisted_lag(0.1)) < 2e-4


def nonlinear_lag(a, n=80):
    """Simulated lag for diffusivity 1 + a c."""
    h = 1 / n

    def potential(c):
        return c + a * c**2 / 2

    def rate(t, y):
        f = potential(y[:n])
        flux = np.empty(n + 1)
        flux[1:-1] = (f[:-1] - f[1:]) / h
        flux[0] = (potential(1.0) - f[0]) / (h / 2)
        flux[-1] = f[-1] / (h / 2)
        return np.append((flux[:-1] - flux[1:]) / h, flux[-1])

    run = solve_ivp(rate, (0, 4), np.zeros(n + 1), method="BDF",
                    t_eval=[3, 4], rtol=1e-7, atol=1e-9)
    assert run.success
    return chord_lag(3, run.y[-1, 0], 4, run.y[-1, 1])


nonlinear = {}
for a in (1.0, 2.0):
    nonlinear[a] = nonlinear_lag(a)
    formula = (1 / 6 + 5 * a / 24 + a**2 / 15) / (1 + a / 2)**3
    assert abs(nonlinear[a] - formula) < 3e-4

# ---------- worked example: inputs ----------
hour = const.hour
D = 1e-7                 # cm2/s
L = 0.1                  # cm
solubility = 0.05        # dissolved / gas-phase concentration
p_up = 760.0             # Torr
area = 10.0              # cm2
volume = 1000.0          # cm3
T = 298.0                # K
barrier = 0.45           # eV, activation energy of D
wall_area = 600.0        # cm2
wall_rate = 1e-11        # Torr L/(s cm2)
mass_u = 28.0            # u
air_fraction = 0.78      # nitrogen in air
rim_width = 0.5          # cm
t1, t2 = 20 * hour, 30 * hour

# ---------- worked example: readings and inference ----------
lag = L**2 / (6 * D)
c0 = solubility * p_up
p1, p2 = [area / volume * permeate(t, D, L, c0)[0] for t in (t1, t2)]
slope = (p2 - p1) / (t2 - t1)
lag_read = chord_lag(t1, p1, t2, p2)
D_read = L**2 / (6 * lag_read)
solubility_read = slope * volume * L / (area * D_read * p_up)
assert abs(D_read / D - 1) < 0.01
assert abs(solubility_read / solubility - 1) < 0.01

# tangent drawn at a given number of lags
tangent_error = {}
for count in (2, 3, 5):
    t = count / 6
    intercept = t - image_amount(t) / image_flux(t)
    tangent_error[count] = 100 * (6 * intercept - 1)

# air left in the sheet: pumping both faces until the lag is 1 % short
pump_time = L**2 / (np.pi**2 * D) * np.log(
    3 * air_fraction * 8 / np.pi**2 / 0.01)
left = permeate(pump_time, D, L, 0.0, start=np.full(100, air_fraction * c0))[2]
late = (18 * lag, 24 * lag)
q_late = [permeate(t, D, L, c0, start=left)[0] for t in late]
air_shift = chord_lag(late[0], q_late[0], late[1], q_late[1]) / lag - 1
assert abs(air_shift + 0.01) < 3e-4

# temperature offset of 1 K
k_eV = const.k / const.e
warm_shift = np.exp(barrier / k_eV * (1 / (T + 1) - 1 / T)) - 1

# steady outgassing of the chamber wall
wall_slope = wall_rate * 1000 * wall_area / volume      # Torr/s
lag_wall = chord_lag(t1, p1 + wall_slope * t1, t2, p2 + wall_slope * t2)
wall_shift = lag_wall / lag_read - 1
steady_slope = D * c0 * area / (L * volume)
assert abs(1 + wall_shift - 1 / (1 + wall_slope / steady_slope)) < 1e-4

# sticking probability at which surface exchange lengthens the lag by 1 %
speed = 100 * np.sqrt(8 * const.k * T / (np.pi * mass_u * const.atomic_mass))
beta_limit = brentq(lambda b: 6 * resisted_lag(b) - 1.01, 0, 0.1)
sticking_limit = 4 * solubility * D / (speed * L * beta_limit)

# ---------- sideways diffusion into a clamped, sealed rim ----------
radius = np.sqrt(area / np.pi)


def disc_lag(rim, nz):
    """Lag read from the two readings for a disc with a sealed rim."""
    dz = L / nz
    inner = radius - 4 * L
    edges = np.concatenate([np.linspace(0, inner, 9),
                            np.linspace(inner, radius, 4 * nz + 1)[1:]])
    if rim > 0:
        count = int(round(rim / dz))
        edges = np.append(edges, np.linspace(radius, radius + rim,
                                             count + 1)[1:])
    ring = np.pi * np.diff(edges**2)
    centre = (edges[1:] + edges[:-1]) / 2
    nr = len(ring)
    side = D * 2 * np.pi * edges[1:-1] * dz / np.diff(centre)
    grad_r = csc_matrix(np.diff(np.eye(nr), axis=0))
    grad_z = csc_matrix(np.diff(np.eye(nz), axis=0))
    face = np.where(centre < radius, 2 * D * ring / dz, 0.0)
    top, bottom = np.zeros(nz), np.zeros(nz)
    top[0], bottom[-1] = 1, 1
    exchange = (kron(grad_r.T @ diags(side) @ grad_r, identity(nz))
                + kron(diags(D * ring / dz), grad_z.T @ grad_z)
                + diags(np.kron(face, top + bottom)))
    steps = 1200
    dt = t2 / steps
    storage = np.kron(ring * dz, np.ones(nz)) / dt
    solver = splu(csc_matrix(exchange + diags(storage)))
    source = np.kron(face, top) * c0
    exit_weight = np.kron(face, bottom)
    c = np.zeros(nr * nz)
    total = 0.0
    first = None
    for step in range(1, steps + 1):
        c = solver.solve(storage * c + source)
        total += dt * (exit_weight @ c)
        if step == round(steps * t1 / t2):
            first = total
    return chord_lag(t1, first, t2, total)


plain_disc = disc_lag(0.0, 20)
assert abs(plain_disc / lag_read - 1) < 0.005
rim_shift = disc_lag(rim_width, 20) / plain_disc - 1
rim_shift_coarse = disc_lag(rim_width, 10) / disc_lag(0.0, 10) - 1
assert abs(rim_shift - rim_shift_coarse) < 0.01

# ---------- printed numbers ----------
print("TESTS IN UNITS L^2/D")
print(f"simulated downstream lag: {lag_out:.5f} (1/6 = {1/6:.5f})")
print(f"simulated upstream intercept: {lag_in:.5f}")
print(f"lag, initial gas 0.2 c0: {lag_soaked:.4f}")
print(f"lag, traps with capture/release = 2: {lag_trapped:.4f}")
print(f"lag, surface resistance beta = 0.1: {lag_resisted:.4f}")
print(f"lag, D = D0(1 + c/c0), unit L^2/D0: {nonlinear[1.0]:.4f}")
print(f"lag, D = D0(1 + 2c/c0), unit L^2/D0: {nonlinear[2.0]:.4f}")
print("EXAMPLE INPUTS (round, rough regime)")
print(f"diffusivity: {D:.1e} cm2/s")
print(f"thickness: {L:.2f} cm")
print(f"solubility ratio: {solubility:.3f}")
print(f"upstream pressure: {p_up:.0f} Torr")
print(f"open area: {area:.0f} cm2")
print(f"downstream volume: {volume:.0f} cm3")
print(f"temperature: {T:.0f} K")
print("EXAMPLE RESULTS")
print(f"lag L^2/(6D): {lag:.0f} s = {lag/hour:.2f} h")
print(f"dissolved gas at upstream face: {c0:.1f} Torr")
print(f"pressure at {t1/hour:.0f} h: {p1:.5f} Torr")
print(f"pressure at {t2/hour:.0f} h: {p2:.5f} Torr")
print(f"slope between readings: {slope*hour:.4e} Torr/h")
print(f"lag from readings: {lag_read/hour:.3f} h")
print(f"diffusivity from readings: {D_read:.4e} cm2/s")
print(f"solubility ratio from readings: {solubility_read:.5f}")
print("NEGLECTED EFFECTS (change of lag)")
for count, error in tangent_error.items():
    print(f"tangent drawn at {count} lags: {error:.2f} %")
print(f"nitrogen fraction of air: {air_fraction:.2f}")
print(f"pumping time for a 1 % air error: {pump_time/hour:.1f} h")
print(f"simulated change after that pumping: {100*air_shift:.2f} %")
print(f"activation energy of D: {barrier:.2f} eV")
print(f"sheet 1 K warmer: {100*warm_shift:.1f} %")
print(f"wall area: {wall_area:.0f} cm2")
print(f"wall outgassing: {wall_rate:.0e} Torr L/(s cm2)")
print(f"wall outgassing, not subtracted: {100*wall_shift:.2f} %")
print(f"back pressure / upstream pressure at 30 h: {p2/p_up:.1e}")
print(f"molecular mass: {mass_u:.0f} u")
print(f"mean molecular speed: {speed:.2e} cm/s")
print(f"beta for a 1 % longer lag: {beta_limit:.5f}")
print(f"sticking probability for that beta: {sticking_limit:.1e}")
print(f"disc radius: {radius:.2f} cm")
print(f"sealed rim width: {rim_width:.1f} cm")
print(f"sealed rim, fine grid: {100*rim_shift:.1f} %")
print(f"sealed rim, coarse grid: {100*rim_shift_coarse:.1f} %")
print("every check passed")
```

Running it gives:

```
TESTS IN UNITS L^2/D
simulated downstream lag: 0.16668 (1/6 = 0.16667)
simulated upstream intercept: -0.33333
lag, initial gas 0.2 c0: 0.0667
lag, traps with capture/release = 2: 0.5000
lag, surface resistance beta = 0.1: 0.2306
lag, D = D0(1 + c/c0), unit L^2/D0: 0.1309
lag, D = D0(1 + 2c/c0), unit L^2/D0: 0.1063
EXAMPLE INPUTS (round, rough regime)
diffusivity: 1.0e-07 cm2/s
thickness: 0.10 cm
solubility ratio: 0.050
upstream pressure: 760 Torr
open area: 10 cm2
downstream volume: 1000 cm3
temperature: 298 K
EXAMPLE RESULTS
lag L^2/(6D): 16667 s = 4.63 h
dissolved gas at upstream face: 38.0 Torr
pressure at 20 h: 0.02103 Torr
pressure at 30 h: 0.03471 Torr
slope between readings: 1.3674e-03 Torr/h
lag from readings: 4.618 h
diffusivity from readings: 1.0024e-07 cm2/s
solubility ratio from readings: 0.04986
NEGLECTED EFFECTS (change of lag)
tangent drawn at 2 lags: -12.95 %
tangent drawn at 3 lags: -3.81 %
tangent drawn at 5 lags: -0.25 %
nitrogen fraction of air: 0.78
pumping time for a 1 % air error: 14.8 h
simulated change after that pumping: -1.00 %
activation energy of D: 0.45 eV
sheet 1 K warmer: -5.7 %
wall area: 600 cm2
wall outgassing: 1e-11 Torr L/(s cm2)
wall outgassing, not subtracted: -1.56 %
back pressure / upstream pressure at 30 h: 4.6e-05
molecular mass: 28 u
mean molecular speed: 4.75e+04 cm/s
beta for a 1 % longer lag: 0.00250
sticking probability for that beta: 1.7e-09
disc radius: 1.78 cm
sealed rim width: 0.5 cm
sealed rim, fine grid: 2.7 %
sealed rim, coarse grid: 2.7 %
every check passed
```
